Residence times and purging in a cascade of equal mixed volumes

**1. A purge that depends on partitions**

Nitrogen flows through a 500 cm³ enclosure that initially holds water vapour. If the whole enclosure is one stirred volume, the water fraction at the outlet needs 5.25 s to fall to 10⁻⁴ of its initial value. If the same enclosure is divided into four stirred volumes in series, with the same flow, the time is 2.27 s. The total volume, the flow and the mean time that gas spends inside are equal in the two cases. What differs is the distribution of residence times about the mean.

**2. Assumptions and the stage balance**

A total volume V is divided into n equal volumes in series. Gas passes through at constant volumetric flow Q, with uniform temperature and pressure. Each volume is perfectly mixed, so the gas leaving it has the composition of the gas inside. Nothing returns upstream, nothing sticks to the walls, and the connecting passages have negligible volume. Define

τ = V/Q,  θ = t/τ.

Let c_k be the tracer concentration in volume k, and c_0 that at the inlet. The tracer content of volume k is (V/n)c_k. It grows by inflow Qc_(k−1) and shrinks by outflow Qc_k:

(V/n) dc_k/dt = Q(c_(k−1) − c_k).

Dividing by Q and using t = τθ gives

(1/n) dc_k/dθ = c_(k−1) − c_k.

The algebra is now dimensionless. Multiply by n e^(nθ) and collect the terms in c_k:

d(e^(nθ) c_k)/dθ = n e^(nθ) c_(k−1).

For a volume that is initially empty, integration from 0 to θ gives

c_k(θ) = ∫₀^θ n e^(−n(θ−u)) c_(k−1)(u) du.

Each stage therefore convolves its input with the density n e^(−nθ). This is the distribution of time spent in one stage, and its mean is 1/n.

**3. The gamma distribution**

Inject a unit impulse at the inlet. The outlet signal is the residence-time density. Let g_k be the signal after k stages, each of mean time 1/n. The claim is

g_k(θ) = n^k θ^(k−1) e^(−nθ)/(k−1)!.

For k = 1 this is n e^(−nθ), as found above. If it holds for k, the next stage gives

g_(k+1)(θ) = ∫₀^θ n e^(−n(θ−u)) n^k u^(k−1) e^(−nu)/(k−1)! du.

The exponentials combine to e^(−nθ), which does not depend on u. The remaining integral of u^(k−1) is θ^k/k, so

g_(k+1)(θ) = n^(k+1) θ^k e^(−nθ)/k!,

which is the claimed form with k replaced by k+1. Setting k = n gives the density for the whole cascade:

E_n(θ) = n^n θ^(n−1) e^(−nθ)/(n−1)!.

This is a gamma density with shape n and rate n.

**4. Mean and relative variance**

From ∫₀^∞ θ^(n+m−1) e^(−nθ) dθ = (n+m−1)!/n^(n+m), the m-th moment is

⟨θ^m⟩ = (n+m−1)!/[(n−1)! n^m].

The first two moments are

⟨θ⟩ = n/n = 1,
⟨θ²⟩ = n(n+1)/n² = 1 + 1/n.

The variance is ⟨θ²⟩ − ⟨θ⟩² = 1/n. Since the mean is 1, this is also the relative variance, defined as variance divided by mean squared. In ordinary time the mean is τ and the standard deviation is τ/√n.

The same result follows from adding independent stage times. Each exponential time has mean 1/n and variance 1/n². The sum of n such times has mean 1 and variance n/n² = 1/n.

This second argument shows where equality of the volumes enters. Let the volumes be fractions f_i of the total, with Σf_i = 1. Stage i has mean time f_i and variance f_i², so the relative variance is Σf_i². The Cauchy–Schwarz inequality gives

1 = (Σ f_i·1)² ≤ n Σf_i²,

hence Σf_i² ≥ 1/n, with equality only when all f_i are equal. Fractions 0.1, 0.2, 0.3 and 0.4 give 0.01 + 0.04 + 0.09 + 0.16 = 0.30, compared with 0.25 for four equal volumes.

**5. Purging a filled cascade**

Suppose that all volumes start at the same concentration and clean gas enters from t = 0. The initial state is the one left by a long steady feed at that concentration. At time θ the outlet still carries tracer to the extent that it contains gas which entered before the switch, that is, gas whose residence time exceeds θ. The outlet fraction is therefore

W_n(θ) = ∫_θ^∞ E_n(u) du.

With x = nθ, the integral is

W_n(θ) = e^(−x) Σ_(k=0)^(n−1) x^k/k!.

To verify this, differentiate with respect to x. The derivative of each power cancels the previous term of the sum, leaving −e^(−x)x^(n−1)/(n−1)!. Multiplying by dx/dθ = n gives −E_n(θ), and W_n vanishes at infinity, as required.

For n = 1, W_1 = e^(−θ), and a target of 10⁻⁴ requires θ = ln 10⁴ = 9.210. For n = 4 the condition is

e^(−x)(1 + x + x²/2 + x³/6) = 10⁻⁴.

Its solution is x = 15.91, or θ = 3.978. Each small volume clears with time constant τ/4 instead of τ, but the later volumes are fed by the earlier ones. This feeding produces the polynomial factor. The gain is consequently a factor 9.210/3.978 = 2.3, not 4.

At fixed V and Q, the times to reach 10⁻⁴ are:

n = 1: 9.210 τ
n = 2: 5.878 τ
n = 4: 3.978 τ
n = 16: 2.205 τ
n = 64: 1.533 τ

The order is different early in the purge. At θ = 0.5 the outlet fraction is 0.607 for n = 1 and 0.857 for n = 4. A single stirred volume dilutes its outlet at once, whereas a cascade first delivers gas that is still nearly undiluted. Partitioning thus makes the early outlet more concentrated and the late outlet cleaner.

**6. What remains inside**

Let M_n be the fraction of the initial tracer still in the cascade. Tracer leaves at a rate proportional to W_n, so dM_n/dθ = −W_n and

M_n(θ) = ∫_θ^∞ W_n(u) du.

Integrating by parts, with dW_n/du = −E_n, gives

M_n(θ) = ∫_θ^∞ (u−θ)E_n(u) du = ⟨(Θ−θ)₊⟩,

where Θ is the random residence time and (y)₊ means y if y is positive and zero otherwise. The function uE_n(u) equals n^(n+1)u^n e^(−nu)/n!, which is g_(n+1)(u). Its integral above θ is the sum in W_n with one more term. Hence

M_n(θ) = (1−θ)W_n(θ) + e^(−nθ)(nθ)^n/n!.

At θ = 1, when one total volume of clean gas has passed, M_n = n^n e^(−n)/n!. This is 0.368 for n = 1 and 0.195 for n = 4. Stirling's formula gives 1/√(2πn) for large n.

Unlike the outlet curves, the inventories do not cross. Write Θ as the average A of n independent exponential times, each of mean 1. Let A_i be the average with the i-th time left out. Each time appears in n−1 of these averages, with weight 1/(n−1), so A = (1/n)ΣA_i. Because (y−θ)₊ is a convex function of y,

(A−θ)₊ ≤ (1/n) Σ(A_i−θ)₊.

Each A_i has the residence-time distribution of n−1 stages. Taking the mean gives M_n(θ) ≤ M_(n−1)(θ). For θ > 0 the inequality is strict, since with nonzero probability some A_i lie above θ and others below it. At fixed V and Q, more equal stages therefore leave less of the initial gas inside at every positive time.

**7. The approach to plug flow**

In plug flow all gas stays for the same time, θ = 1. The Laplace transform shows how the cascade approaches this. One stage gives

∫₀^∞ e^(−sθ) n e^(−nθ) dθ = n/(n+s) = (1+s/n)^(−1),

and n stages give (1+s/n)^(−n). For fixed s and large n,

−n ln(1+s/n) = −s + s²/(2n) + O(1/n²).

The transform tends to e^(−s), which belongs to a pure delay of one unit. The leading difference is s²e^(−s)/(2n).

The tails can be bounded at finite n. For 0 < λ < n, the factor e^(λ(Θ−θ)) is at least 1 whenever Θ > θ, so

W_n(θ) ≤ e^(−λθ)⟨e^(λΘ)⟩ = e^(−λθ)(1−λ/n)^(−n).

The logarithm of the right side is smallest where −θ + 1/(1−λ/n) = 0, that is, λ = n(1−1/θ). This is positive for θ > 1. Substitution gives

W_n(θ) ≤ exp[−n(θ − 1 − ln θ)],  θ > 1.

For 0 < θ < 1 the same λ is negative, and the same argument bounds 1 − W_n(θ) by the same expression. The bracket is positive except at θ = 1. On either side of the mean, the departure from plug flow is therefore bounded by an exponential that falls with n.

The convergence to plug flow is a statement about the distribution. The density itself tends to zero at every θ ≠ 1 and grows without bound at θ = 1, so its pointwise limit is not a density. Setting d ln E_n/dθ = (n−1)/θ − n to zero puts the peak at θ = (n−1)/n for n ≥ 2. By Stirling's formula its height grows as √(n/2π). For n = 200 the height is 5.654, and the asymptotic form gives 5.642. The width shrinks only as 1/√n, so 64 stages still have a standard deviation of one eighth of the mean.

**8. The variance does not identify the distribution**

Let half of the volume be in plug flow and the other half be one stirred volume. The first half adds a fixed delay of 1/2. The second adds an exponential time of mean 1/2 and variance 1/4. The total has mean 1 and relative variance 1/4, like four equal stages. Its outlet fraction, however, is

W(θ) = e^(−2(θ−1/2)),  θ > 1/2,

which reaches 10⁻⁴ at θ = 1/2 + (ln 10⁴)/2 = 5.105, not at 3.978. A value of n inferred from a measured variance describes the width of the distribution. A deep purge depends on the tail, which the variance does not fix.

**9. Worked example**

Four cubes of side 5.0 cm are joined by tubes of length 2.0 cm and diameter 0.8 cm. The pressure is 1 Torr and the temperature 473 K. The nitrogen flow is 40 sccm, meaning 40 cm³ per minute referred to 273.15 K and 760 Torr. At process conditions this becomes

Q = (40/60)(760/1)(473/273.15) = 877 cm³/s.

The mean residence time is τ = 500/877 = 0.570 s, and each stage takes 0.1425 s on average. The purge to 10⁻⁴ takes 3.978 × 0.570 = 2.27 s.

The model requires each cube to mix quickly compared with its stage time. First-order hard-sphere kinetic theory, with rough molecular diameters of 3.7 Å for nitrogen and 2.7 Å for water, gives a diffusion coefficient D of about 430 cm²/s. In a cube of side L the slowest non-uniform pattern varies as cos(πz/L) and decays in a time L²/(π²D), here about 6 ms. This is 4% of the stage time, so diffusion alone mixes the cubes reasonably well. The mixing is not instantaneous, however, and the purge time can differ from the ideal value by several percent for this reason.

The tubes must also keep the cubes separate. In a tube of cross-section A and length ℓ the steady tracer flux is

J = Qc − DA dc/dz.

The solution is c = J/Q + B e^(Qz/DA), with B constant. Let Pe = Qℓ/(DA). The end values are c_up = J/Q + B and c_down = J/Q + B e^(Pe). Eliminating B gives

J = Q[(1+β)c_up − βc_down],  β = 1/(e^(Pe) − 1).

Here Pe = 8.1 and β = 2.9 × 10⁻⁴. Since β depends exponentially on Pe, it is sensitive to D: empirical correlations give D of 440 to 450 cm²/s and β of about 4 × 10⁻⁴. With the volume of the tubes neglected, this back-exchange changes the purge time by less than 0.1%. When the tube volume and the diffusion inside the tubes are included as well, the purge takes about 0.3% longer than the ideal value.

Viscous pressure drop has a larger effect. For developed laminar flow of a gas of viscosity η through a tube of diameter d, the pressures in the cubes at its two ends obey

p_up² − p_down² = 2(128ηℓ/πd⁴)pQ,

where the product pQ is the same in every tube because the molar flow and temperature are fixed. End losses and slip at the tube wall are ignored, so the result is an estimate. With the last cube held at 1 Torr, the first cube is at about 1.08 Torr. The upstream cubes hold more gas, and the mean residence time rises to 0.594 s. The purge time becomes 2.37 s, about 4% above the ideal value. These figures use the hard-sphere viscosity of 22.5 μPa s. With a value near 25 μPa s, closer to that of real nitrogen at 473 K, and with rough allowances for end losses and slip, the first cube is at about 1.11 Torr and the purge takes about 2.4 s, 5 to 6% above the ideal value. The relative variance stays close to 1/4, at 0.2502, because the stage times remain nearly equal.

**10. Slow release from the walls**

Suppose that a small amount of water is bound to the walls and leaves at a rate κ per molecule, without sticking again. Let r be the ratio of this bound water to the water initially in the gas, equal in every cube. With stage time t_s = τ/n and c_k measured relative to its initial value,

t_s dc_k/dt = c_(k−1) − c_k + rκt_s e^(−κt).

Once the initial gas has been swept out, try c_k = a_k e^(−κt). Then

(1−κt_s)a_k = a_(k−1) + rκt_s,  a_0 = 0.

Adding r(1−κt_s) to both sides gives (1−κt_s)(a_k + r) = a_(k−1) + r. Each stage thus divides a_k + r by the same factor, and for κt_s < 1

a_n = r[(1−κτ/n)^(−n) − 1].

Take 5 × 10¹⁴ sites per cm², 1% of them occupied by this bound water, and an initial water pressure of 0.05 Torr. These rough values give r = 0.0059. For a release rate κ = 10¹³ s⁻¹ × exp(−barrier/k_BT) and a barrier of 1.25 eV, κ = 0.48 s⁻¹. This is strongly held water: with a barrier of 0.7 eV it would leave within a few microseconds at 473 K. For the 1.25 eV barrier, κτ/n = 0.068 and a_4 = 0.0059 × 0.328 = 1.9 × 10⁻³. At the ideal purge time the walls contribute, when the factors are not rounded before multiplying,

1.9 × 10⁻³ × e^(−0.48×2.27) = 6.5 × 10⁻⁴.

With the 10⁻⁴ left from the initial gas, the outlet fraction is 7.5 × 10⁻⁴, more than seven times the target. The target is reached only at 6.16 s, although the bound water amounts to just 0.6% of the initial gas water.

At the ideal purge time, barriers of 1.00 and 1.50 eV both give much smaller outlet fractions. At 1.00 eV the water is released almost at once and is purged with the rest, giving 1.006 × 10⁻⁴ at the ideal purge time. At 1.50 eV it leaves so slowly that the outlet fraction is 1.035 × 10⁻⁴. When κτ is small, a_n ≈ rκτ, and the wall contribution rκτe^(−κt) at a given time t is largest for κ = 1/t. In this approximation the outlet at time t suffers most from water whose mean release time 1/κ equals t. For t = 2.27 s this gives κ = 0.44 s⁻¹. There κτ is 0.25, which is not very small, and the full expression for a_4 moves the maximum to about 0.54 s⁻¹. Such a maximum compares barriers at a fixed time. A barrier somewhat above 1.25 eV can delay the target longer, because its tail decays more slowly. At 1.30 eV, for example, κ is about 0.14 s⁻¹ and a_4 about 5.0 × 10⁻⁴, so the wall contribution falls to 10⁻⁴ only after more than 10 s.

**11. Relation to a real deposition reactor**

The pressure, temperature and gases are roughly those of alumina deposition from trimethylaluminium and water. The flow is modest, and the four equal cubes are an idealisation. A real reactor has lines, a chamber and an exhaust of unequal volumes, possibly with poorly swept corners, so its n is at best an effective number. The most serious departure found here is the release of water from the walls. For the assumed coverage and a barrier of 1.25 eV, it moves the purge time from 2.27 s to 6.16 s. Real surfaces have a range of binding energies and can readsorb water, which this estimate omits. The omission is safe only for a very small sticking probability, because at 0.05 Torr each site is struck about 4 × 10⁴ times per second, against κ = 0.48 s⁻¹. If all sites bound water this strongly, a coverage of only 1% in equilibrium would require a sticking probability near 10⁻⁷. If instead 1% of the sites are of this kind, start full and refill by Langmuir kinetics, the purge takes about 7 s, 10 s and 4.6 s for sticking probabilities of 10⁻³, 0.1 and 1. Readsorption can delay the purge further, since the same water may then have to be released several times. Where the walls have free sites and hold water much longer than the purge lasts, they can instead take it out of the gas and clean the outlet sooner. Which effect prevails depends on the sticking probability, the number of free sites and the barrier. The ideal time is therefore the contribution of gas mixing alone. Dividing a fixed volume into more stages shortens a deep purge when mixing sets the tail and the added passages cause little pressure drop. With many narrow passages the upstream pressure rises, and further division eventually lengthens the purge. Nor can partitions remove a tail set by the walls. The full set of values is in the numerical output below, where "variance" always means the relative variance, and "weak coverage" and "weakly bound water" refer to the bound water of section 10.

Values computed for the example and the checks

```
Inputs (rough or round values)
number of cubes: 4; side: 5.0 cm
pressure: 1.00 Torr; T: 473 K
nitrogen flow: 40 sccm (273.15 K, 1 atm)
tube diameter: 0.8 cm; length: 2.0 cm
initial water pressure: 0.050 Torr
diameters N2, water: 3.7, 2.7 angstrom
wall sites: 5.0e+14 per cm2; weak coverage: 0.010
attempt rate: 1.0e+13 per s; outlet target: 1.0e-04
Ideal cascade
total volume: 500.0 cm3
flow at process conditions: 877.4 cm3/s
stage time: 0.1425 s; total mean time tau: 0.5699 s
ideal purge time: 2.267 s = 3.978 tau
Same total volume and flow; last column is inventory at t=tau
n | relative variance | purge/tau | purge (s) | inventory
 1 | 1.00000 | 9.210 | 5.249 | 0.3679
 2 | 0.50000 | 5.878 | 3.350 | 0.2707
 4 | 0.25000 | 3.978 | 2.267 | 0.1954
 8 | 0.12500 | 2.870 | 1.636 | 0.1396
16 | 0.06250 | 2.205 | 1.257 | 0.0992
64 | 0.01562 | 1.533 | 0.874 | 0.0498
outlet fraction at t=0.5 tau, n=1: 0.6065; n=4: 0.8571
unequal fractions 0.1,0.2,0.3,0.4: variance 0.3000
half plug, half stirred: variance 0.2500; purge 5.105 tau
n=200: density peak 5.654; sqrt(n/2pi) 5.642
Neglected effects, each sized separately
diffusion coefficient: 428.6 cm2/s
diffusive mixing time in cube: 5.91 ms
mixing time / stage time: 0.0415
tube Peclet number: 8.145; back-exchange beta: 2.902e-04
with back-diffusion: variance 0.250109; purge 2.2683 s
viscosity: 22.45 micro-Pa s
first-cube pressure: 1.0846 Torr
with pressure drop: mean 0.5942 s; variance 0.250229
purge with pressure drop: 2.3664 s
tube volume / cube volume: 0.00804
mean free path: 80.5 micrometre; Kn in tube: 0.0101
weakly bound water / initial gas water: 0.00588
barrier 1.00 eV: rate 2.213e+02 per s; outlet 1.006e-04
barrier 1.25 eV: rate 4.801e-01 per s; outlet 7.484e-04
barrier 1.50 eV: rate 1.041e-03 per s; outlet 1.035e-04
(these outlet fractions are at the ideal purge time)
purge with 1.25 eV wall release: 6.161 s = 10.811 tau
```
